# Choosing Laplace points for London-orbital shieldings from gap and bandwidth

## The question behind the setting

A magnetic field drives an electronic current in a molecule, and the field of that current at a nucleus shifts its resonance. The paramagnetic part of this shielding contains a sum over the mixing of occupied orbitals $i$ with virtual orbitals $a$, each pair weighted by $1/(\varepsilon_a-\varepsilon_i)$. The denominator ties the two orbitals together, so evaluating the sum directly requires the individual orbitals. A Laplace quadrature replaces this weight by a sum of exponentials that factorize, so that matrices over atomic orbitals suffice. The user must then choose the number of points. The choice depends on the gap $\Delta$, the largest denominator $W$ (highest virtual minus lowest occupied energy), and the accuracy wanted.

The setting here is a closed-shell molecule with real orbitals and a functional that depends on the density but not on the current. The algebra is in atomic units.

## What is being approximated

Let $d_\nu=r-R_\nu$ and $R_{\mu\nu}=R_\mu-R_\nu$, where $R_\mu$ is the centre of the basis function $\chi_\mu$. The Hamiltonian is $\frac12(p+A)^2+V$ with $A=\frac12B\times r$, and the London orbitals are $\omega_\mu=e^{-iA_\mu\cdot r}\chi_\mu$ with $A_\mu=\frac12B\times R_\mu$. Moving $p=-i\nabla$ through the phase replaces $p+A$ by $p+\frac12B\times d_\nu$. This vector potential has no divergence, so its linear term is $\frac12(B\times d_\nu)\cdot p=\frac12B\cdot(d_\nu\times p)$. With $(B\times R_{\mu\nu})\cdot r=B\cdot(R_{\mu\nu}\times r)$,

$$\langle\omega_\mu|H|\omega_\nu\rangle=\langle\chi_\mu|e^{\frac i2B\cdot(R_{\mu\nu}\times r)}\left[h_0+\tfrac12B\cdot(d_\nu\times p)\right]|\chi_\nu\rangle+O(B^2).$$

The first-order Kohn–Sham and overlap matrices are therefore $if$ and $is$, with one real matrix for each field direction:

$$f=\tfrac12\langle\chi_\mu|(R_{\mu\nu}\times r)h_0|\chi_\nu\rangle-\tfrac12\langle\chi_\mu|d_\nu\times\nabla|\chi_\nu\rangle,\qquad s=\tfrac12\langle\chi_\mu|R_{\mu\nu}\times r|\chi_\nu\rangle .$$

Since $if$ and $is$ are Hermitian, $f$ and $s$ are antisymmetric.

Let $F$ and $S$ be the field-free matrices, and write the first-order orbital as $i\sum_pC_pu_{pi}$. Projecting the linear terms of $FC_i=\varepsilon_iSC_i$ on $C_a$ gives $f_{ai}+\varepsilon_au_{ai}=\varepsilon_is_{ai}+\varepsilon_iu_{ai}$, hence

$$u_{ai}=-\frac{f_{ai}-\varepsilon_is_{ai}}{\varepsilon_a-\varepsilon_i}.$$

For two occupied orbitals, normalization gives $u_{ji}-u_{ij}=-s_{ji}$. With $D=\sum_iC_iC_i^T$ and $u=\sum_{ai}C_au_{ai}C_i^T$, the first-order change of $D$ is

$$iD',\qquad D'=u-u^T-DsD .$$

$D'$ is antisymmetric, while the products $\chi_\mu\chi_\nu$ are symmetric, so it adds nothing to the density. The London phases add nothing either, because their first-order factor is antisymmetric and $D$ is symmetric. Hence $V$ does not change to first order, and the uncoupled response is the full response of such a functional. With exact exchange, which depends on $D'$ itself, it would be an approximation.

Let $r_N$ be the position relative to the nucleus. Its moment enters through the operator $\alpha^2(r_N\times p)/r_N^3$, where $\alpha$ is the fine-structure constant. Without $\alpha^2$, its matrix is $i\ell$ with $\ell=-\langle\chi_\mu|(r_N\times\nabla)/r_N^3|\chi_\nu\rangle$. The energy is stationary, and the overlap does not depend on the moment. The shielding is thus the field derivative of this operator's expectation value. Two electrons per orbital, $i\cdot i=-1$ and the antisymmetry of $\ell$ give

$$\sigma^{\rm para}_{kl}=2\alpha^2\sum_{\mu\nu}D'^{(k)}_{\mu\nu}\ell^{(l)}_{\mu\nu}
=4\alpha^2\sum_{ai}u^{(k)}_{ai}\ell^{(l)}_{ai}-2\alpha^2\sum_{\mu\nu}(Ds^{(k)}D)_{\mu\nu}\ell^{(l)}_{\mu\nu}.$$

The remaining, direct part is the unperturbed density times the mixed derivative of the operator with respect to field and moment, London phases included. It has no denominators. The quadrature touches only the sum over $ai$.

## Removing the orbitals

Put $x=\varepsilon_a-\varepsilon_i$ and choose an energy $\lambda$ inside the gap. Then

$$\frac1x=\int_0^\infty e^{-xt}dt\approx\sum_jw_je^{-xt_j},\qquad e^{-xt}=e^{-(\varepsilon_a-\lambda)t}\,e^{(\varepsilon_i-\lambda)t},$$

and neither factor grows with $t$. Define the pseudo-densities

$$X(t)=\sum_iC_ie^{(\varepsilon_i-\lambda)t}C_i^T=e^{tD(F-\lambda S)}D,\qquad Y(t)=\sum_aC_ae^{-(\varepsilon_a-\lambda)t}C_a^T=e^{-tQ(F-\lambda S)}Q,$$

with $Q=S^{-1}-D$. The exponential forms hold because $D(F-\lambda S)C_i=(\varepsilon_i-\lambda)C_i$, and likewise for $Q$ and $C_a$. The factor $\varepsilon_i$ in the numerator is supplied by $DFC_i=\varepsilon_iC_i$. Therefore

$$u\approx-\sum_jw_jY(t_j)\,(f-sDF)\,X(t_j).$$

Since $C_i^TSC_j=\delta_{ij}$, also $X(t)SX(t')=X(t+t')$, and the same holds for $Y$. Nodes that double can therefore be reached by multiplication.

## A rule with a guaranteed error

**Sampling.** With $t=e^v$, the relative form of the integral is $1=\int g(v)\,dv$, $g=xe^v\exp(-xe^v)$. Sum $g$ at spacing $h$. By Poisson's formula the sum is $\sum_n\hat g(2\pi n/h)$. The substitution $z=xe^v$ gives

$$\hat g(k)=\int g(v)e^{-ikv}dv=x^{ik}\int_0^\infty e^{-z}z^{-ik}dz=x^{ik}\,\Gamma(1-ik).$$

The term $n=0$ is the wanted 1, and the others are the error. Since $|x^{ik}|=1$, their size does not depend on $x$. From $\Gamma(1+z)\Gamma(1-z)=\pi z/\sin\pi z$ at $z=iy$ one has $|\Gamma(1+iy)|^2=\pi y/\sinh\pi y$, so the relative sampling error is at most

$$E_s(h)=2\sum_{n\ge1}\sqrt{\frac{2\pi^2n/h}{\sinh(2\pi^2n/h)}}\simeq\frac{4\pi}{\sqrt h}\,e^{-\pi^2/h}\quad(\text{small }h).$$

For $h=\ln2$ this is $9.9\times10^{-6}$, whatever the gap and bandwidth.

**Long times.** Stop at a node $t_J$ with $\Delta t_J\ge1$. Beyond it $g$ decreases, so the lost sum is at most $\int_{\ln t_J}^\infty g\,dv=e^{-xt_J}\le e^{-\Delta t_J}$. This is below a chosen $\delta\le1/e$ if $t_J\ge\ln(1/\delta)/\Delta$.

**Short times.** Let $t_0$ be the first node kept and $q=e^h$. The nodes below it are $t_0q^{-1},t_0q^{-2},\dots$ with weights $ht$. Geometric series give their moments:

$$M_0=\frac{ht_0}{q-1},\quad M_1=\frac{ht_0^2}{q^2-1},\quad M_2=\frac{ht_0^3}{q^3-1}.$$

Replace them all by one node $\tau=M_1/M_0=t_0/(q+1)$ of weight $M_0$. In a Taylor expansion of $e^{-xt}$ about $\tau$ the first two terms agree. The remainder is positive and at most $\frac12x^2(t-\tau)^2$. After multiplication by $x$, the relative loss caused by the replacement lies between zero and

$$\tfrac12x^3\left(M_2-\frac{M_1^2}{M_0}\right)=\frac{hx^3t_0^3}{2}\,\frac{(q+1)^2-(q^2+q+1)}{(q^3-1)(q+1)^2}=c\,(xt_0)^3,\quad c=\frac{hq}{2(q^3-1)(q+1)^2}.$$

It stays below $\delta$ up to $x=W$ if $t_0=(\delta/c)^{1/3}/W$.

**Count.** From $t_0$ to $t_J$ there are $J+1$ nodes, and the lumped node adds one. With $R=W/\Delta$,

$$N=2+\left\lceil\frac1h\left[\ln R+\ln\ln\frac1\delta+\frac13\ln\frac c\delta\right]\right\rceil,\qquad \eta=E_s(h)+2\delta,$$

where $\eta$ bounds the relative error of $1/x$ throughout $[\Delta,W]$. The gap-to-bandwidth ratio $1/R$ enters through its logarithm. At high accuracy $1/h\simeq\ln(1/\eta)/\pi^2$ to leading order, so the cost of a wider spectrum grows roughly linearly with the number of digits. The leading term alone underestimates $1/h$ at practical accuracies: it gives 1.17 against the actual 1.56 at $\eta=10^{-5}$.

## The doubling rule

The choice $h=\ln2$ gives nodes $t_0/3,\,t_0,\,2t_0,\,4t_0,\dots$ and $c=\ln2/63=0.0110$. For $\delta=10^{-5}$, $\eta=3.0\times10^{-5}$ and

$$N=2+\lceil\log_2R+6.9\rceil .$$

Each doubling of bandwidth over gap costs one point. Only $X(\tau)$ and $Y(\tau)$ need a matrix exponential. There $W\tau=0.032$, so the exponents are small. Then $X(3\tau)=X(\tau)SX(\tau)SX(\tau)$, and each later node follows from $X(2t)=X(t)SX(t)$.

Multiplication also magnifies errors. If truncation of small elements multiplies an orbital component of $X(\tau)$ by $1+e$, the component of $X(t)$ is multiplied by $(1+e)^{t/\tau}\approx1+et/\tau$ for small $et/\tau$. The errors allowed in the first matrices must therefore be smaller than $\eta$ by several orders of magnitude, at worst by the factor $t_J/\tau$. In the formaldehyde example below this factor is about $10^5$. Rounding the elements of $X(\tau)$ and $Y(\tau)$ to $10^{-7}$ changes the shielding by 0.05 ppm, five times the quadrature bound, while rounding to $10^{-8}$ stays within it.

## Why the relative error is the one to control

If an absolute error of order $\delta/\Delta$ in $1/x$ were enough, the bandwidth would drop out. Simply discarding all nodes below $t_0$ loses at most $M_0$, because $e^{-xt}\le1$. The condition $M_0\le\delta/\Delta$ fixes $t_0$ by the gap alone. The price is a relative error at $x=W$ that comes close to $\delta R$ as long as $\delta R$ is small. Nor does this crude cut save points at moderate $R$: for $\delta=10^{-5}$ with doubling nodes it needs 21, against 17 for the rule above at $R=167$.

London orbitals show why this can matter. The zero of $r$ in their phases is arbitrary. Moving it by $O$ changes the phase by $\theta_\mu-\theta_\nu$ with $\theta_\mu=-\frac12B\cdot(R_\mu\times O)$. For unit field and $\Theta={\rm diag}(\theta_\mu)$, $f$ gains $\Theta F-F\Theta$ and $s$ gains $\Theta S-S\Theta$. The numerator $f_{ai}-\varepsilon_is_{ai}$ gains

$$\varepsilon_i(\Theta S)_{ai}-\varepsilon_a(S\Theta)_{ai}-\varepsilon_i(\Theta S)_{ai}+\varepsilon_i(S\Theta)_{ai}=-(\varepsilon_a-\varepsilon_i)(S\Theta)_{ai}.$$

This term carries a factor $x$, which lends weight to large denominators. With exact denominators $u_{ai}$ gains $(S\Theta)_{ai}$, which shifts the paramagnetic part. The direct part shifts oppositely, since constant phases cannot alter the total. The quadrature multiplies the gain by $1+E(x)$, where $E$ is its relative error, and so breaks the cancellation by an amount linear in $O$. The sign of this amount depends on the direction of $O$, but for a distant origin the guaranteed error bound grows in either direction. Keep the phase origin near the molecule.

## From the error of $1/x$ to the error in ppm

The isotropic shielding inherits

$$|\delta\sigma|\le\eta\,\mathcal A,\qquad\mathcal A=\frac{4\alpha^2}{3}\sum_{ai}\left|\sum_ku^{(k)}_{ai}\ell^{(k)}_{ai}\right| .$$

The scale is the sum of absolute pair contributions. The net shielding may be far smaller.

Take the carbon nucleus of formaldehyde in a chosen planar geometry: C at the origin, O at $z=1.21$ Å, H at $y=\pm0.94$, $z=-0.59$ Å. The level is LDA (Slater exchange, VWN correlation) with the 6-31G* basis (spherical d shells, 32 functions), and the matrix elements are integrated on an atom-centred grid. Phases are measured from the carbon nucleus. Diagonalization gives $\Delta=3.501$ eV and $W=583.7$ eV, so $R=166.7$ and $1/R=0.0060$. Explicit orbital sums give a paramagnetic part of $-256.0$ ppm, a direct part of $253.1$ ppm and a total of $-2.9$ ppm. The level omits basis-set completeness, a better functional, vibration and relativity, so the total is not a prediction of experiment. These values are far from converged in the basis. Cartesian d shells give $W=615$ eV and a total of $-4.2$ ppm. The cc-pVTZ basis gives $\Delta=3.42$ eV, $W=849$ eV, parts of $-274.3$ and $243.6$ ppm, and a total of $-30.7$ ppm. The example does show how little of the two large parts may survive.

For the doubling rule, $\log_2166.7=7.4$ and $N=2+\lceil14.3\rceil=17$. The first regular node is $t_0=0.0969/583.7=1.66\times10^{-4}$ eV$^{-1}$, and the last is $2^{15}t_0=5.44$ eV$^{-1}$. With $\mathcal A=300$ ppm the bound is $3.0\times10^{-5}\times300=0.009$ ppm. The actual error is $0.001$ ppm.

Moving the phase origin by 10 Å along $z$ changes the paramagnetic part to $-249.3$ ppm and the direct part to $246.4$ ppm, with the same total. The quadrature error doubles to $0.002$ ppm, and its bound rises to $0.023$ ppm. The error is linear in the shift, so the opposite move happens to bring it to $-0.00002$ ppm, while the bound rises to $0.024$ ppm all the same.

Other accuracies follow by solving $E_s(h)=\eta/3$ numerically and setting $\delta=\eta/3$:

| $\eta$ | $h$ | $N$ | error in $\sigma$ / ppm |
|---|---|---|---|
| $10^{-2}$ | 1.21 | 8 | $-0.44$ |
| $10^{-3}$ | 0.93 | 11 | $+0.040$ |
| $10^{-4}$ | 0.76 | 15 | $+0.0007$ |
| $10^{-5}$ | 0.64 | 19 | $-0.0002$ |

Eight points err by only 0.2% of the paramagnetic part, but by 15% of the total, which in this basis happens to lie close to zero. The errors lie well below $\eta\mathcal A$, which is 3 ppm in the first row and 0.3 ppm in the second. One reason is that the largest relative error found on $[\Delta,W]$ is only about half of $\eta$, and at most denominators the error is smaller still. The sampling error also oscillates in $\ln x$, so pair contributions can partly cancel. A user cannot count on this margin in advance.

## How many points could be saved?

A sum of $M$ real exponentials has at most $M-1$ real zeros: divide by one exponential, differentiate, and use Rolle's theorem repeatedly. Suppose the relative error of some $N$-point rule alternates in sign at $2N+1$ peaks, the smallest of height $b$. If another $N$-point rule had an error below $b$ everywhere, the difference of the two errors would change sign $2N$ times. That difference is $x$ times a sum of at most $2N$ exponentials, which allows only $2N-1$ zeros. So $b$ is a floor for every $N$-point rule.

Least-squares fits of nodes and weights on $[1,R]$, with their peaks read off a dense grid, give for $\eta=10^{-3}$:

| $R$ | rule above | fitted rule suffices | too few for any rule |
|---|---|---|---|
| 10 | 8 | 4 | 3 |
| 100 | 11 | 6 | 5 |
| 167 | 11 | 7 | 5 |
| 1000 | 13 | 8 | 7 |

At $R=167$ the least-squares fits leave six points undecided. A fit that equalizes the peaks instead of minimizing the squares reaches $9.97\times10^{-4}$ with six points at $R=166.7$, so six just suffice. Fitted nodes save four or five points in these cases, but they do not in general form a doubling sequence. From $R=10$ to 1000 the guaranteed rule gains five points and the fitted one four, so growth with bandwidth is not a defect of the guaranteed rule.

## Guidance

**Set the tolerance from the ppm wanted.** Use $\eta\le\delta\sigma/\mathcal A$. For 0.1 ppm in the example this is $3\times10^{-4}$. If $\mathcal A$ is unknown, a calculation in a smaller basis gives a rough estimate. It is not a bound and can be much too low, especially in a minimal basis (189 ppm in STO-3G, against 300 in 6-31G* and 337 in cc-pVTZ for the example), so leave a margin.

**Underestimate the gap rather than overestimate it.** If the true gap is a fraction $\phi$ of the assumed one, the long-time bound becomes $\delta^\phi$, as long as $\phi\ln(1/\delta)\ge1$. For $\delta=10^{-5}$ and $\phi=\frac12$ it rises to $3\times10^{-3}$ at the smallest denominators. The actual loss can be much smaller, because the first omitted node lies at $qt_J$ rather than at $t_J$, but the guarantee is weakened. As the gap closes, $N$ grows only logarithmically, but the last node moves out as $1/\Delta$. At zero gap the rule does not exist.

**An underestimated bandwidth also weakens the guarantee.** The short-time bound grows as the cube of $x$. Leaving the two 1s orbitals out of the estimate lowers $W$ to 102.9 eV, $R$ to 29.4 and the doubling rule to 14 points. If the core pairs are still included, their bound rises by $(583.7/102.9)^3\approx180$, to about $2\times10^{-3}$. To save the three points without this loss, leave the core orbitals out of $X(t)$ and add the core pairs by an explicit orbital sum. That sum does need the individual virtual orbitals.

**Revise the setting when the basis changes.** Tight functions can raise the highest virtual energy and diffuse ones can lower the gap. Recompute $R$; the doubling rule then needs one more point for each factor of two.
